# Floating potential of an isolated dust grain in argon plasma: a numerical check

```python
"""
Result under test: an isolated, absorbing sphere in a collisionless argon
plasma with non-drifting Maxwellian ions floats at V = -y*Te, where
    exp(-y) = sqrt(me*Ti/(mi*Te)) * (1 + y*Te/Ti),
and y is close to 2.4 for Te/Ti = 100.
Symbols: Te, Ti temperatures (eV); me, mi electron and ion masses;
y = -e*V/(k*Te); a = grain radius; lambda = linear screening length;
b = impact parameter; tau = Te/Ti.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, simpson, solve_ivp
from scipy.optimize import brentq
from scipy.special import lambertw

e = const.e
eps0 = const.epsilon_0
me = const.m_e
argon_mass_u = 39.95
mi = argon_mass_u * const.atomic_mass - me

Te = 3.0          # eV
Ti = 0.03         # eV
density = 1.0e15  # m^-3
a = 1.0e-6        # m
tau = Te / Ti


def collection_rate(n, temperature, mass, surface_energy):
    """Particles per second from the speed integral; energies in eV."""
    kT = temperature * e
    barrier = surface_energy * e
    v_scale = np.sqrt(2 * kT / mass)
    s_min = np.sqrt(max(barrier / kT, 0.0))

    def integrand(s):
        v = v_scale * s
        cross_section = np.pi * a**2 * (1 - barrier / (0.5 * mass * v**2))
        maxwell = (mass / (2 * np.pi * kT))**1.5 * np.exp(-s**2)
        return cross_section * v * maxwell * 4 * np.pi * v**2 * v_scale

    value = quad(integrand, s_min, s_min + 8, epsabs=0, epsrel=1e-9,
                 limit=200)[0]
    return n * value


def net_electron_rate(y, te, ti, ion_to_electron=1.0):
    """Electron minus ion collection rate at surface potential -y*te."""
    electrons = collection_rate(density, te, me, y * te)
    ions = collection_rate(density * ion_to_electron, ti, mi, -y * te)
    return electrons - ions


def root_from_integrals(te, ti, ion_to_electron=1.0):
    return brentq(net_electron_rate, 0.2, 8.0,
                  args=(te, ti, ion_to_electron), xtol=1e-11)


def root_lambert(ratio):
    argument = np.exp(1 / ratio) * np.sqrt(mi / (me * ratio))
    return lambertw(argument).real - 1 / ratio


# Closed-form root against the root of the integrated currents.
y = root_lambert(tau)
y_integral = root_from_integrals(Te, Ti)
assert abs(y - y_integral) < 1e-7
assert abs(y - 2.4) < 0.05
y_other_scale = root_from_integrals(1.0, 0.01)
assert abs(y_other_scale - y) < 1e-7

# Closed-form rates against speed integrals.
flux_e = np.pi * a**2 * density * np.sqrt(8 * Te * e / (np.pi * me))
flux_i = np.pi * a**2 * density * np.sqrt(8 * Ti * e / (np.pi * mi))
for trial in (0.5, 2.4, 4.0):
    numeric_e = collection_rate(density, Te, me, trial * Te)
    numeric_i = collection_rate(density, Ti, mi, -trial * Te)
    assert abs(numeric_e / (flux_e * np.exp(-trial)) - 1) < 1e-7
    assert abs(numeric_i / (flux_i * (1 + tau * trial)) - 1) < 1e-7

# One root only: electrons win at zero and positive potential.
for trial in np.linspace(-3, 0, 13):
    assert net_electron_rate(trial, Te, Ti) > 0
signs = [np.sign(net_electron_rate(t, Te, Ti))
         for t in np.linspace(0.05, 7.95, 40)]
assert np.count_nonzero(np.diff(signs)) == 1
assert signs[0] > 0 > signs[-1]

# Grazing impact parameter from trajectories in a screened field.
screening = np.sqrt(eps0 / (density * e * (1 / Te + 1 / Ti)))
size_ratio = a / screening


def closest_approach(b, attraction):
    """Lengths in a, speed 1 far away; attraction = -U(a)/E."""
    lam = 1 / size_ratio

    def motion(t, state):
        x, z, vx, vz = state
        r = np.hypot(x, z)
        force = (-0.5 * attraction * np.exp(-(r - 1) / lam)
                 * (1 / r**2 + 1 / (r * lam)))
        return [vx, vz, force * x / r, force * z / r]

    def turning(t, state):
        return state[0] * state[2] + state[1] * state[3]

    turning.terminal = True
    turning.direction = 1
    start = 20 * lam
    path = solve_ivp(motion, (0, 3 * start), [-start, b, 1.0, 0.0],
                     method="DOP853", rtol=1e-9, atol=1e-10, events=turning)
    assert len(path.t_events[0]) == 1
    final = path.y_events[0][0]
    return np.hypot(final[0], final[1])


ion_attraction = y * Te / (2 * Ti)   # ion with kinetic energy 2*Ti
electron_attraction = -0.5           # electron with E = 2*e*|V|
b_ion = brentq(lambda b: closest_approach(b, ion_attraction) - 1,
               5, 20, xtol=1e-7)
b_electron = brentq(lambda b: closest_approach(b, electron_attraction) - 1,
                    0.1, 2, xtol=1e-7)
b_ion_formula = np.sqrt(1 + ion_attraction)
b_electron_formula = np.sqrt(1 + electron_attraction)
assert abs(b_ion / b_ion_formula - 1) < 1e-5
assert abs(b_electron / b_electron_formula - 1) < 1e-5

# Finite grain size: search all radii for the ion angular-momentum barrier.
log_u = np.linspace(np.log(1e-6), np.log(40), 1201)
u = np.exp(log_u)                    # ion energy divided by Ti


def root_with_barrier(ratio):
    r = np.geomspace(1, 1 + 40 / ratio, 1200)
    shape = r * np.exp(-(r - 1) * ratio)

    def balance(trial):
        accepted = np.min(r[None, :]**2
                          + tau * trial / u[:, None] * shape[None, :], axis=1)
        ion_factor = simpson(accepted * u**2 * np.exp(-u), x=log_u)
        return flux_e * np.exp(-trial) - flux_i * ion_factor

    return brentq(balance, 0.5, 8, xtol=1e-8)


y_example_size = root_with_barrier(size_ratio)
y_fifth = root_with_barrier(0.2)
y_unit = root_with_barrier(1.0)
assert abs(y_example_size / y - 1) < 2e-3
assert y_unit > y_fifth > y_example_size
assert y_unit - y > 0.01

# Hand solution: one Newton step on the logarithm of the balance.
y_start = 2.4
left = np.exp(-y_start)
prefactor = np.sqrt(me * Ti / (mi * Te))
right = prefactor * (1 + tau * y_start)
step = np.log(left / right) / (1 + 1 / (y_start + 1 / tau))
assert abs(y_start + step - y_integral) < 1e-4

# Effects of equal temperatures and of a crowded dust cloud.
y_equal = root_from_integrals(Te, Te)
y_crowded = root_from_integrals(Te, Ti, ion_to_electron=2.0)
assert abs(y_equal - root_lambert(1.0)) < 1e-7
assert y_equal > y > y_crowded

# Charge from the surface field of the screened potential.
V = -y * Te
charge_vacuum = 4 * np.pi * eps0 * a * V
charge_screened = charge_vacuum * (1 + size_ratio)


def screened_potential(r):
    return V * a / r * np.exp(-(r - a) / screening)


h = 1e-4 * a
field = -(screened_potential(a + h) - screened_potential(a - h)) / (2 * h)
charge_gauss = 4 * np.pi * eps0 * a**2 * field
assert abs(charge_gauss / charge_screened - 1) < 1e-6

rate_e = collection_rate(density, Te, me, y * Te)
rate_i = collection_rate(density, Ti, mi, -y * Te)
assert abs(rate_e / rate_i - 1) < 1e-6

print(f"Electron temperature: {Te:.2f} eV")
print(f"Ion temperature: {Ti:.3f} eV")
print(f"Temperature ratio Te/Ti: {tau:.1f}")
print(f"Plasma density: {density:.1e} m^-3")
print(f"Grain radius: {a * 1e6:.2f} um")
print(f"Argon atomic mass: {argon_mass_u:.2f} u")
print(f"Mass ratio mi/me: {mi / me:.0f}")
print(f"sqrt(mi/me): {np.sqrt(mi / me):.2f}")
print(f"Prefactor sqrt(me Ti/(mi Te)): {prefactor:.4e}")
print(f"Trial y: {y_start:.2f}")
print(f"Left side at trial y: {left:.5f}")
print(f"Right side at trial y: {right:.5f}")
print(f"Newton step: {step:.5f}")
print(f"y after one step: {y_start + step:.5f}")
print(f"Lambert argument: {np.exp(1 / tau) * np.sqrt(mi / (me * tau)):.4f}")
print(f"Lambert value w: {y + 1 / tau:.5f}")
print(f"Root y, closed form: {y:.5f}")
print(f"Root y, integrated currents: {y_integral:.5f}")
print(f"Root y, Te = 1 eV and Ti = 0.01 eV: {y_other_scale:.5f}")
print(f"Surface potential: {V:.3f} V")
print(f"Electron rate at zero potential: {flux_e:.4e} s^-1")
print(f"Ion rate at zero potential: {flux_i:.4e} s^-1")
print(f"Electron rate at balance: {rate_e:.4e} s^-1")
print(f"Ion rate at balance: {rate_i:.4e} s^-1")
print(f"Ion focusing factor 1 + y Te/Ti: {1 + y * tau:.2f}")
print(f"Electron reduction factor exp(-y): {np.exp(-y):.5f}")
print(f"Screening length: {screening * 1e6:.2f} um")
print(f"Size ratio a/lambda: {size_ratio:.4f}")
print(f"Ion grazing b/a at E = 2 Ti, trajectory: {b_ion:.5f}")
print(f"Ion grazing b/a at E = 2 Ti, formula: {b_ion_formula:.5f}")
print(f"Electron grazing b/a at E = 2e|V|, trajectory: {b_electron:.5f}")
print(f"Electron grazing b/a at E = 2e|V|, formula: {b_electron_formula:.5f}")
print(f"y with barrier, example a/lambda: {y_example_size:.4f}")
print(f"y with barrier, a/lambda = 0.2: {y_fifth:.3f}")
print(f"y with barrier, a/lambda = 1: {y_unit:.3f}")
print(f"y for Te = Ti: {y_equal:.4f}")
print(f"y for crowded dust, ni = 2 ne: {y_crowded:.4f}")
print(f"Grain charge, vacuum sphere: {charge_vacuum:.4e} C")
print(f"Excess electrons, vacuum sphere: {-charge_vacuum / e:.0f}")
print(f"Excess electrons, screened sphere: {-charge_screened / e:.0f}")
print("checks complete")
```

It prints:

```
Electron temperature: 3.00 eV
Ion temperature: 0.030 eV
Temperature ratio Te/Ti: 100.0
Plasma density: 1.0e+15 m^-3
Grain radius: 1.00 um
Argon atomic mass: 39.95 u
Mass ratio mi/me: 72823
sqrt(mi/me): 269.86
Prefactor sqrt(me Ti/(mi Te)): 3.7057e-04
Trial y: 2.40
Left side at trial y: 0.09072
Right side at trial y: 0.08931
Newton step: 0.01108
y after one step: 2.41108
Lambert argument: 27.2570
Lambert value w: 2.42109
Root y, closed form: 2.41109
Root y, integrated currents: 2.41109
Root y, Te = 1 eV and Ti = 0.01 eV: 2.41109
Surface potential: -7.233 V
Electron rate at zero potential: 3.6416e+09 s^-1
Ion rate at zero potential: 1.3494e+06 s^-1
Electron rate at balance: 3.2671e+08 s^-1
Ion rate at balance: 3.2671e+08 s^-1
Ion focusing factor 1 + y Te/Ti: 242.11
Electron reduction factor exp(-y): 0.08972
Screening length: 40.52 um
Size ratio a/lambda: 0.0247
Ion grazing b/a at E = 2 Ti, trajectory: 11.02518
Ion grazing b/a at E = 2 Ti, formula: 11.02518
Electron grazing b/a at E = 2e|V|, trajectory: 0.70711
Electron grazing b/a at E = 2e|V|, formula: 0.70711
y with barrier, example a/lambda: 2.4118
y with barrier, a/lambda = 0.2: 2.505
y with barrier, a/lambda = 1: 4.053
y for Te = Ti: 3.9904
y for crowded dust, ni = 2 ne: 1.9363
Grain charge, vacuum sphere: -8.0481e-16 C
Excess electrons, vacuum sphere: 5023
Excess electrons, screened sphere: 5147
checks complete
```
